\section*{Seebeck Coefficient of a Nondegenerate Monolayer with Constant Relaxation Time}

\section*{Problem}

An n-type semiconducting monolayer has one isotropic parabolic conduction band,
\[
E=E_c+\varepsilon,\qquad \varepsilon=\frac{\hbar^2k^2}{2m},
\]
with total spin and valley degeneracy $g$. Electrons relax towards local equilibrium in a time $\tau$ that does not depend on energy. The band edge lies three thermal energies above the Fermi level, $E_c-E_F=3k_BT$, and $T=300$ K.

\begin{enumerate}
\item[(a)] Derive the Seebeck coefficient from the Boltzmann equation and evaluate it with Maxwell--Boltzmann statistics.
\item[(b)] Find the correction due to Fermi statistics.
\item[(c)] Replace the constant relaxation time by that of unscreened Coulomb scattering, and then by that of isotropic optical-phonon scattering. How far does the result move?
\item[(d)] For rough parameters in the regime of monolayer MoS$_2$, estimate the effects of nonparabolicity, satellite valleys, holes and phonon drag.
\item[(e)] The layer is heated to 400 K at fixed electron density. How does the Seebeck coefficient change?
\end{enumerate}

Take $e>0$. Here $E_F$ is the local electrochemical potential of the electrons, so a voltmeter responds to $V=-E_F/e$. The Seebeck coefficient is defined at zero current by
\[
S=-\frac{dV}{dT}=\frac1e\frac{dE_F}{dT}.
\]

\section*{Solution}

\subsection*{(a) The open-circuit condition}

Let $E_F$, $T$ and $E_c$ vary slowly along the layer; $E_c$ includes the electrostatic energy. The local equilibrium distribution $f_0$ depends on the single variable
\[
z=\frac{E_c+\varepsilon-E_F}{k_BT}.
\]
The force on an electron is $-\nabla E_c$. To first order in the gradients, the stationary Boltzmann equation gives the deviation $f_1=f-f_0$ as
\begin{equation}
f_1=-\tau\left[\mathbf v\cdot\nabla f_0-\frac{\nabla E_c}{\hbar}\cdot\frac{\partial f_0}{\partial\mathbf k}\right].
\label{boltz}
\end{equation}
Since $\partial f_0/\partial E=(df_0/dz)/k_BT$, the spatial derivative at fixed $\mathbf k$ is
\[
\nabla f_0=\frac{\partial f_0}{\partial E}\left[\nabla E_c-\nabla E_F-\frac{E-E_F}{T}\nabla T\right].
\]
The derivative in wavevector is $\hbar^{-1}\partial f_0/\partial\mathbf k=\mathbf v\,\partial f_0/\partial E$, because $\mathbf v=\hbar^{-1}\partial\varepsilon/\partial\mathbf k$. On insertion in (\ref{boltz}) the two terms in $\nabla E_c$ cancel:
\begin{equation}
f_1=\tau\left(-\frac{\partial f_0}{\partial E}\right)\mathbf v\cdot\left[-\nabla E_F-\frac{E-E_F}{T}\nabla T\right].
\end{equation}
A slope of the band edge alone drives no current; the electrochemical potential and the temperature do.

With both gradients along $x$, the sheet current density is
\begin{align}
J_x&=-eg\int\frac{d^2k}{(2\pi)^2}\,v_xf_1\nonumber\\
&=eg\int\frac{d^2k}{(2\pi)^2}\,v_x^2\tau\left(-\frac{\partial f_0}{\partial E}\right)
\left[\frac{dE_F}{dx}+\frac{E-E_F}{T}\frac{dT}{dx}\right].
\end{align}
Setting $J_x=0$ and dividing by the integral that multiplies $dE_F/dx$ gives
\begin{equation}
\frac{dE_F}{dx}=-\frac{\langle E-E_F\rangle}{T}\frac{dT}{dx},
\qquad S=-\frac{\langle E-E_F\rangle}{eT},
\label{general}
\end{equation}
where the average is over states with weight $v_x^2\tau(-\partial f_0/\partial E)$. Thus $|S|$ is the mean energy carried per electron in the current, measured from $E_F$, divided by $eT$. The sign is negative because electrons diffuse from hot to cold until $E_F$ has risen at the cold end.

\paragraph{The two-dimensional average.} The number of states per unit area in $d\varepsilon$ is
\[
g\,\frac{2\pi k\,dk}{(2\pi)^2}=\frac{gm}{2\pi\hbar^2}\,d\varepsilon,
\]
since $k\,dk=m\,d\varepsilon/\hbar^2$. It is independent of energy. The average of $v_x^2$ over directions is $v^2/2=\varepsilon/m$. With constant $\tau$ the weight is therefore proportional to $\varepsilon(-\partial f_0/\partial E)$, and $g$, $m$ and $\tau$ cancel from the average.

Let $x=\varepsilon/k_BT$ from here on. For Maxwell--Boltzmann statistics $-\partial f_0/\partial E=f_0/k_BT\propto e^{-x}$, so
\[
\langle x\rangle=\frac{\int_0^\infty x^2e^{-x}dx}{\int_0^\infty xe^{-x}dx}.
\]
Integration by parts turns the numerator into twice the denominator, as the boundary term $-x^2e^{-x}$ vanishes at both ends. Hence $\langle x\rangle=2$ and
\begin{equation}
S=-\frac{k_B}{e}\left[\frac{E_c-E_F}{k_BT}+2\right].
\label{main}
\end{equation}
With $k_B/e=86.173\ \mu$V/K,
\[
|S|=(3+2)\times86.173\ \mu\mathrm{V/K}=430.9\ \mu\mathrm{V/K}.
\]
Three fifths of this comes from the height of the band edge and two fifths from the kinetic energy. The mean kinetic energy of the electrons present is $k_BT$; in the current it is $2k_BT$, because faster electrons carry more of it.

As a test, the open-circuit condition was solved on a two-dimensional grid of wavevectors, with the derivatives in (\ref{boltz}) taken by finite differences and a nonzero slope of $E_c$ included. It gave $S=-430.87\ \mu$V/K.

\subsection*{(b) Fermi statistics}

Write $\eta=(E_F-E_c)/k_BT=-3$ and $f_0=1/(e^{x-\eta}+1)$. Integration by parts gives
\[
\int_0^\infty x\left(-\frac{df_0}{dx}\right)dx=\int_0^\infty f_0\,dx=F_0,\qquad
\int_0^\infty x^2\left(-\frac{df_0}{dx}\right)dx=2\int_0^\infty xf_0\,dx=2F_1 .
\]
Therefore
\begin{equation}
|S|=\frac{k_B}{e}\left[-\eta+\frac{2F_1}{F_0}\right],\qquad F_0=\ln(1+e^\eta).
\label{fermi}
\end{equation}
For $\eta<0$, expand $f_0=e^{\eta-x}-e^{2(\eta-x)}+\dots$ and integrate term by term. With $y=e^\eta$ this yields $F_0=y-y^2/2+\dots$ and $F_1=y-y^2/4+\dots$, so
\[
\frac{2F_1}{F_0}=2\,\frac{1-y/4+\dots}{1-y/2+\dots}=2+\frac y2+O(y^2).
\]
At $y=e^{-3}=0.0498$ the leading correction is $0.0249\,k_B/e$, or $2.1\ \mu$V/K. The full expression (\ref{fermi}) gives $|S|=433.0\ \mu$V/K, which is $0.49\%$ above the Maxwell--Boltzmann value. The wavevector grid with Fermi occupation agrees, at $-432.97\ \mu$V/K.

The electron density follows from the constant density of states:
\begin{equation}
n=N_c\ln(1+e^\eta),\qquad N_c=\frac{gmk_BT}{2\pi\hbar^2}.
\label{density}
\end{equation}
For $m=0.5$ electron masses and $g=4$, this is $n=5.2\times10^{11}$ cm$^{-2}$. The mass, absent from (\ref{main}), enters once the density rather than the Fermi level is specified.

\subsection*{(c) Energy-dependent scattering}

\paragraph{Unscreened Coulomb scattering.} For charges in the plane the scattering potential varies as $1/q$. Take the rate first in the Born approximation, where it is proportional to the square of this potential. In an elastic collision through angle $\theta$, $q^2=2k^2(1-\cos\theta)$. The density of final states is constant, so the momentum relaxation rate obeys
\[
\frac1\tau\propto\int_0^{2\pi}d\theta\,\frac{1-\cos\theta}{2k^2(1-\cos\theta)}\propto\frac1{k^2}\propto\frac1\varepsilon .
\]
Thus $\tau\propto\varepsilon$. The weight gains one power of $x$, and
\[
\langle x\rangle=\frac{\int_0^\infty x^3e^{-x}dx}{\int_0^\infty x^2e^{-x}dx}=\frac62=3 .
\]
The magnitude becomes $6k_B/e=517\ \mu$V/K, a shift of $+86\ \mu$V/K. In the opposite limit of strong screening with a fixed screening wavevector, the potential no longer depends on $q$, the Born rate is constant, and (\ref{main}) returns.

The Born result needs weak coupling. Let $\kappa$ be the effective dielectric constant, $a_B=4\pi\epsilon_0\kappa\hbar^2/me^2$ and $G=1/(ka_B)$. The exact phase shifts of the two-dimensional Coulomb problem, $\arg\Gamma(|l|+\tfrac12+iG)$, differ between neighbouring $l\ge0$ by $\arctan[G/(l+\tfrac12)]$, so
\[
\frac1\tau\propto\sum_{l\ge0}\frac{G^2}{(l+\frac12)^2+G^2}=\frac{\pi}{2}\,G\tanh\pi G .
\]
For $\pi G\ll1$ this is proportional to $G^2\propto1/\varepsilon$, the Born rate. For $m=0.5$ electron masses and $\kappa=4$, however, $a_B=0.42$ nm and $\pi G\approx13$ at the thermal wavevector $\sqrt{2mk_BT}/\hbar$. Then $1/\tau\propto G$, $\tau\propto\varepsilon^{1/2}$, and $\langle x\rangle=\Gamma(7/2)/\Gamma(5/2)=5/2$. The shift is $+43\ \mu$V/K, half the Born value, which is approached only for $\kappa$ of order 100.

\paragraph{Isotropic optical-phonon scattering.} Let the phonon energy be $\hbar\omega=ak_BT$, with occupation $N=1/(e^a-1)$. With a matrix element independent of $q$ and a constant density of states, absorption has a rate proportional to $N$ at every energy, and emission has a rate proportional to $N+1$ for $x>a$. Each collision randomizes the direction, so in the nondegenerate limit the total rate is also the momentum relaxation rate. Above the threshold $\tau$ is smaller than below it by the factor
\[
\rho=\frac{N}{2N+1}.
\]
The integrals above the threshold are
\[
\int_a^\infty xe^{-x}dx=(1+a)e^{-a},\qquad
\int_a^\infty x^2e^{-x}dx=(a^2+2a+2)e^{-a}.
\]
Removing the fraction $1-\rho$ of each from the full integrals gives
\begin{equation}
\langle x\rangle=\frac{2-(1-\rho)(a^2+2a+2)e^{-a}}{1-(1-\rho)(1+a)e^{-a}} .
\end{equation}
For a rough phonon energy of 48 meV and $k_BT=25.85$ meV, $a=1.857$, $N=0.185$ and $\rho=0.185/1.370=0.135$. Then $\langle x\rangle=1.242$ and
\[
|S|=(3+1.242)\times86.17\ \mu\mathrm{V/K}=365.5\ \mu\mathrm{V/K},
\]
which is $65\ \mu$V/K below the constant-time result. Phonon emission suppresses the contribution of the energetic electrons.

\subsection*{(d) Other neglected effects}

Each estimate changes one assumption of part (a) and keeps the offset at $3k_BT$.

\paragraph{Nonparabolicity.} Let $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$. Differentiation shows that the density of states gains a factor $1+2\alpha\varepsilon$, while $v=\hbar k/[m(1+2\alpha\varepsilon)]$. The weight before the thermal factor is then proportional to
\[
\frac{\varepsilon(1+\alpha\varepsilon)}{1+2\alpha\varepsilon}=\varepsilon(1-\alpha\varepsilon)+O(\alpha^2).
\]
With $b=\alpha k_BT$,
\[
\langle x\rangle\simeq\frac{2-6b}{1-2b}\simeq2-2b .
\]
For a rough $\alpha=0.5$ eV$^{-1}$, $b=0.0129$ and the first-order shift is $-2.2\ \mu$V/K. The grid calculation with the full dispersion gives $-2.0\ \mu$V/K; the difference is of higher order in $b$.

\paragraph{Satellite valleys.} Let further valleys of degeneracy $g_Q$ start at $\Delta=dk_BT$ above $E_c$, with the same $\tau$. Since the mass cancels from the weight, their conductance relative to the main valleys is $R=(g_Q/g)e^{-d}$. Their electrons carry $\langle x\rangle=d+2$, measured from $E_c$. The combined mean is
\[
\frac{2+R(d+2)}{1+R}=2+\frac{Rd}{1+R}.
\]
For $\Delta=0.15$ eV and $g_Q=6$, $d=5.80$, $R=0.0045$, and the shift is $+2.3\ \mu$V/K. It is sensitive to $\Delta$ through the exponential: the same formula gives $+10\ \mu$V/K at $\Delta=0.10$ eV and $+30\ \mu$V/K at $0.05$ eV, so with equal relaxation times a small valley offset would make this effect as large as the drag estimated below. The sign depends on that assumption: the satellite valleys also open intervalley scattering above $\Delta$, and if $\tau$ falls as the inverse of the total density of states (equal masses), the shifts at $\Delta=0.15$, $0.10$ and $0.05$ eV become about $-4$, $-13$ and $-16\ \mu$V/K.

\paragraph{Holes.} For a gap $E_g$, the valence edge lies $E_g-3k_BT$ below $E_F$. With equal relaxation times the hole-to-electron conductance ratio is
\[
R_h=\frac{g_h}{g}\,\frac{e^{-(E_g/k_BT-3)}}{e^{-3}}=\frac{g_h}{g}\,e^{-(E_g/k_BT-6)} .
\]
The hole Seebeck coefficient is $+(E_g/k_BT-1)k_B/e$. Weighting by conductance reduces $|S|$, to first order in $R_h$, by $R_h(E_g/k_BT+4)k_B/e$. For $E_g=2$ eV and $g_h=2$ this is of order $10^{-28}\ \mu$V/K: thermally excited holes play no part.

\paragraph{Phonon drag.} Part (a) assumes that the phonons stay in local equilibrium. Let $\mu_{ac}$ be the mobility that acoustic scattering alone would allow. At drift speed $v_d$ the electrons lose momentum to acoustic phonons at the rate $nev_d/\mu_{ac}$ per unit area. If the phonons keep it for a time $\tau_{ph}$ and do not return it to the electrons, their momentum density is
\[
P=\frac{nev_d\tau_{ph}}{\mu_{ac}} .
\]
For linear dispersion with sound speed $v_s$, the energy flux of one phonon is $\hbar\omega\,v_sq_x/q=v_s^2\hbar q_x$, so the heat flux is $v_s^2P$. Dividing by the current $nev_d$ gives the Peltier coefficient, and the Kelvin relation divides it by $T$:
\begin{equation}
|S_{\rm drag}|=\frac{v_s^2\tau_{ph}}{\mu_{ac}T}=\frac{v_s\Lambda}{\mu_{ac}T},\qquad \Lambda=v_s\tau_{ph}.
\end{equation}
The phonon heat flows with the electrons, so drag increases $|S|$. Rough values $v_s=6.7$ km/s, $\Lambda=50$ nm and $\mu_{ac}=400$ cm$^2$/Vs give
\[
\frac{(6.7\times10^3)(50\times10^{-9})}{(0.040)(300)}\ \mathrm{V/K}=28\ \mu\mathrm{V/K}.
\]
The neglected return of momentum from phonons to electrons grows in proportion to $n$, so the formula is limited to low density. The estimate is proportional to $\Lambda$, which depends on the substrate and the sample, and inversely proportional to $\mu_{ac}$, which is also uncertain: with $\mu_{ac}=2000$ cm$^2$/Vs it would fall to about $6\ \mu$V/K.

\subsection*{(e) Heating at fixed density}

In the nondegenerate limit (\ref{density}) gives $-\eta=\ln(N_c/n)$. Since $N_c\propto T$, the offset in thermal units grows on heating, and
\begin{equation}
|S(T_2)|-|S(T_1)|=\frac{k_B}{e}\ln\frac{T_2}{T_1}.
\end{equation}
From 300 to 400 K this is $86.17\times\ln(4/3)=24.8\ \mu$V/K. Here $m$ is held fixed and $\tau$ stays independent of energy.

With Fermi statistics the offset rises from 3 to $3.294$, slightly more than $\ln(4/3)=0.288$ would give, yet the shift in $|S|$ is again $24.8\ \mu$V/K. To see why, put $u=n/N_c$, so that $e^\eta=e^u-1$. For small $u$,
\[
-\eta=-\ln u-\frac u2+O(u^2),\qquad \frac{2F_1}{F_0}=2+\frac u2+O(u^2).
\]
The terms linear in $u$ cancel in (\ref{fermi}), leaving $|S|=(k_B/e)[2-\ln u+O(u^2)]$. At fixed density the first degeneracy correction is thus absent, whereas at fixed Fermi level it is present, as found in (b).

\subsection*{Comparison with a real monolayer}

The parameters are rough values for n-type MoS$_2$, and a gate can raise the density well above the $5.2\times10^{11}$ cm$^{-2}$ found in (b). Near $N_c\approx1.1\times10^{13}$ cm$^{-2}$, obtained as $5.25\times10^{11}/0.0486$ from (\ref{density}), the layer is no longer nondegenerate and (\ref{main}) fails. At low density, disorder can localize electrons, and band transport itself becomes doubtful. For the parameters used here, and if band transport holds, the assumption that matters most is the constant relaxation time: the two mechanisms in (c) move the result by $+43\ \mu$V/K (exact Coulomb scattering at $\kappa=4$; $+86$ in the Born approximation) and $-65\ \mu$V/K, or $+10\%$ and $-15\%$ of the ideal value. These are results for single mechanisms, not error bars for a given sample. The first is for unscreened charges. At the density found in (b), the screening wavevector $e^2n/(2\epsilon_0\kappa k_BT)$ is comparable with the thermal wavevector $\sqrt{2mk_BT}/\hbar$; for an effective dielectric constant $\kappa=4$, replacing $1/q$ by $1/(q+q_s)$, with $q_s$ this constant screening wavevector, lowers the Born shift from $+86$ to about $+62\ \mu$V/K. Including the decrease of the static polarizability with $q$ gives about $+58\ \mu$V/K. Both are Born values: they show how screening weakens the energy dependence of $\tau$, but the coupling here is too strong for them to be estimates for MoS$_2$. Drag comes next, at about $6\%$ for the chosen $\Lambda$ and $\mu_{ac}$, while degeneracy, nonparabolicity and, for the chosen $\Delta$, satellite valleys each contribute about $0.5\%$. The value $431\ \mu$V/K is therefore a reference for this model; predicting a particular device requires its scattering mechanisms and phonon mean free path. The numerical output below lists the inputs and the separate shifts.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 300 K
Thermal energy: 25.852 meV
Band edge above Fermi level: 3.0 kB*T
Band edge above Fermi level: 77.56 meV
Effective mass (rough): 0.50 electron masses
Spin-valley degeneracy: 4
Sheet density, Fermi statistics: 5.247e+11 cm^-2
kB/e: 86.173 uV/K
Mean kinetic energy in transport: 2.000 kB*T
Ideal Seebeck magnitude: 430.87 uV/K
Grid Seebeck coefficient, Maxwell: -430.87 uV/K
Grid Seebeck coefficient, Fermi: -432.97 uV/K
Formula Seebeck magnitude, Fermi: 432.97 uV/K
Degeneracy shift: +2.10 uV/K
Degeneracy shift: +0.49 percent
Coulomb-limit Seebeck magnitude: 517.04 uV/K
Coulomb-limit shift: +86.17 uV/K
Optical phonon energy (rough): 48.0 meV
Optical phonon energy: 1.857 kB*T
Optical phonon occupation N: 0.1851
Optical tau ratio, above/below threshold: 0.1351
Optical-limit mean kinetic energy: 1.2417 kB*T
Optical-limit Seebeck magnitude: 365.52 uV/K
Optical-limit shift: -65.35 uV/K
Nonparabolicity (rough): 0.50 eV^-1
Nonparabolic shift, grid: -1.98 uV/K
Nonparabolic shift, first order: -2.23 uV/K
Satellite-valley offset (rough): 0.15 eV
Satellite spin-valley degeneracy: 6
Satellite/main conductance ratio: 0.00453
Satellite-valley shift: +2.26 uV/K
Band gap (rough): 2.00 eV
Hole spin-valley degeneracy: 2
Hole shift: -3.56e-28 uV/K
Sound speed (rough): 6.70 km/s
Phonon mean free path (rough): 50.0 nm
Acoustic mobility (rough): 400 cm2/Vs
Phonon-drag shift: +27.92 uV/K
Higher temperature: 400 K
Offset at higher temperature: 3.2938 kB*T
Fixed-density heating shift: +24.79 uV/K
Heating shift, logarithmic law: +24.79 uV/K
\end{verbatim}
